# Frequency doubling in electrically detected Rabi oscillation of spin pairs

## Problem

A pair of charge carriers, each with spin 1/2, forms in a static field $B_0$ and either recombines or dissociates into free carriers. Recombination depends on the spin state, so a microwave pulse of length $\tau$ changes the number of pairs that later dissociate, and hence the collected charge.

The two spins have equal $g$ factors but different hyperfine fields along $B_0$, static during the experiment. Their difference is $\Delta B$. The microwave field is linearly polarized with amplitude $2B_1$, so its co-rotating part has amplitude $B_1\ll B_0$. Exchange and dipolar couplings are weak, and spin relaxation is neglected.

(a) Find the spin quantity that the charge measures.

(b) Find its dependence on $\tau$ and all its frequencies.

(c) Decide in what sense the Rabi frequency doubles in strong drive, and find the drive at which the doubled component overtakes the ordinary one.

(d) Repeat (c) for an ensemble with independent Gaussian hyperfine fields of standard deviation $\sigma$ at each site, centred on the drive. Examine long pulses as well.

(e) Evaluate the crossovers for a difference of 1 mT.

## Solution

### (a) What the charge measures

Let $\gamma>0$ be the magnitude of the electron gyromagnetic ratio, $\omega_1=\gamma B_1$, and $\delta_1,\delta_2$ the detunings of the spins from the drive in rad/s. Their difference is $\Delta=\delta_1-\delta_2$, with $|\Delta|=\gamma|\Delta B|$.

For couplings small against $\hbar|\Delta|$, the pair eigenstates between pulses are the product states. The parallel states $\uparrow\uparrow,\downarrow\downarrow$ are pure triplets. Each antiparallel state is half singlet and half triplet. With singlet and triplet recombination rates $k_S,k_T$ and dissociation rate $d$, the loss rates are

$$K_p=k_T+d,\qquad K_a=\tfrac12(k_S+k_T)+d .$$

Recombination also links the populations to the coherence between $\uparrow\downarrow$ and $\downarrow\uparrow$. That coherence oscillates at $|\Delta|$ and averages out if the rates are much smaller than $|\Delta|$, which is assumed.

Pairs are generated without spin polarization at total rate $G$, half of them parallel. The steady-state numbers are therefore $n_p=G/(2K_p)$ and $n_a=G/(2K_a)$. With $N=n_p+n_a$ and $M=n_p-n_a$, the density operator, normalized to the number of pairs, is

$$\rho_0=\tfrac14\left(N+M\,\sigma_{z1}\sigma_{z2}\right),\qquad M=\frac G2\left(\frac1{K_p}-\frac1{K_a}\right),$$

because $\sigma_{z1}\sigma_{z2}$ is $+1$ for parallel and $-1$ for antiparallel spins. There is no net polarization, only a correlation.

Let the pulse be short compared with the pair lifetimes, and let $U$ be its propagator. It leaves $N$ unchanged and turns $M$ into $MS$, where

$$S(\tau)=\tfrac14\,\mathrm{Tr}\left[\sigma_{z1}\sigma_{z2}\,U\,\sigma_{z1}\sigma_{z2}\,U^\dagger\right].$$

The populations thus change by $\delta n_p=-M(1-S)/2$ and $\delta n_a=+M(1-S)/2$. A deviation $\delta n$ with loss rate $K$ decays as $e^{-Kt}$ and contributes $d\int_0^\infty\delta n\,e^{-Kt}dt=d\,\delta n/K$ dissociated pairs. The sum is

$$\delta N_{\rm diss}=-\frac{dM(1-S)}2\left(\frac1{K_p}-\frac1{K_a}\right)
=-\frac{Gd}{4}\left(\frac1{K_p}-\frac1{K_a}\right)^2(1-S).$$

The charge is linear in the spin correlation $S$. In this model the pulse reduces dissociation whichever of $k_S,k_T$ is larger, and the signal vanishes if they are equal.

### (b) Time dependence and frequencies

In the frame rotating with the drive, dropping the counter-rotating field,

$$\frac H\hbar=\frac12\sum_{i=1,2}\left(\delta_i\sigma_{zi}+\omega_1\sigma_{xi}\right).$$

With no coupling during the pulse, $U=U_1\otimes U_2$ and the trace factorizes:

$$S=R_1R_2,\qquad R_i=\tfrac12\mathrm{Tr}\left[\sigma_zU_i\sigma_zU_i^\dagger\right].$$

Each spin rotates by $\Omega_i\tau$ about the unit vector $(\omega_1,0,\delta_i)/\Omega_i$, with $\Omega_i=\sqrt{\delta_i^2+\omega_1^2}$. The part of the $z$ axis along this vector stays fixed, and the perpendicular part rotates. The $z$ component of the rotated $z$ axis is therefore

$$R_i=a_i+b_i\cos\Omega_i\tau,\qquad a_i=\frac{\delta_i^2}{\Omega_i^2},\quad b_i=\frac{\omega_1^2}{\Omega_i^2},\quad a_i+b_i=1 .$$

Multiplying out and using $\cos u\cos v=\frac12[\cos(u+v)+\cos(u-v)]$ gives

$$\begin{aligned}S={}&a_1a_2+b_1a_2\cos\Omega_1\tau+a_1b_2\cos\Omega_2\tau\\&+\tfrac12b_1b_2\left[\cos(\Omega_1+\Omega_2)\tau+\cos(\Omega_1-\Omega_2)\tau\right].\end{aligned}$$

There are two one-spin lines, a sum line and a difference line. The coefficient of each cosine is called its weight.

**Weak, selective drive.** Let $\delta_1=0$ and $\omega_1\ll|\Delta|$. Then $b_1=1$, $a_2\to1$ and $S\to\cos\omega_1\tau$. One spin turns, and a $\pi$ pulse exchanges parallel and antiparallel pairs.

**Strong drive.** If $\omega_1\gg|\delta_1|,|\delta_2|$, both $b_i\to1$. For pulses short enough that $|\Omega_1-\Omega_2|\tau\ll1$ and the shifts $|\Omega_i-\omega_1|\tau$ are also small,

$$S\to\cos^2\omega_1\tau=\tfrac12\left(1+\cos2\omega_1\tau\right).$$

A $\pi$ pulse now flips both spins, so parallel pairs are parallel again. The signal has completed a full period while each spin has made half a turn.

The doubling belongs to the detected quantity, not to faster spin motion. For a centred drive with $B_1=20\,\Delta B$, a $\pi$ pulse gives $S=0.9975$, whereas an initial total magnetization would be inverted to $-0.9988$ of its value.

**Weak coupling during the pulse.** An exchange or dipolar term is bilinear in the two spins, and remains so in the interaction picture because $U_1\otimes U_2$ turns each spin separately. The commutator of two bilinear Pauli products is zero or a one-spin operator, and the commutator of a bilinear with a one-spin operator is again zero or bilinear. Odd orders of the expansion of $U\sigma_{z1}\sigma_{z2}U^\dagger$ therefore contain one-spin operators, whose trace with a two-spin product vanishes. The correction to $S$ starts at second order. This concerns the pulse alone: part (a) still needs a coupling small against $\hbar|\Delta|$.

### (c) Crossover for one pair

The frequency does not slide from $\omega_1$ to $2\omega_1$. The sum line stays distinct from the one-spin lines and gains weight relative to them as the drive grows. The difference line is left out of the comparison. It sits at zero frequency for a centred drive, and for a drive resonant with one partner it crosses $\omega_1$ at $B_1=|\Delta B|/\sqrt3$, below the crossover found here. Since $b_1a_2=\omega_1^2\delta_2^2/(\Omega_1^2\Omega_2^2)$, and likewise for $a_1b_2$, the denominators cancel in the ratio

$$\frac{\text{sum line}}{\text{one-spin lines}}=\frac{\frac12b_1b_2}{b_1a_2+a_1b_2}
=\frac{\omega_1^2}{2(\delta_1^2+\delta_2^2)}
=\frac{\omega_1^2}{\Delta^2+(\delta_1+\delta_2)^2}.$$

The last step uses $2(\delta_1^2+\delta_2^2)=(\delta_1-\delta_2)^2+(\delta_1+\delta_2)^2$. Equal weights occur at

$$\boxed{\;\omega_1^{*2}=\Delta^2+(\delta_1+\delta_2)^2\;}$$

The threshold depends on the drive frequency:

- Drive midway between the resonances, $\delta_1=-\delta_2$: $B_1^*=|\Delta B|$, the lowest possible value.
- Drive resonant with one partner, $\delta_1=0$: $B_1^*=\sqrt2\,|\Delta B|$.

"The drive exceeds the hyperfine field difference" is thus the precise criterion for the centred drive, and correct up to a factor $\sqrt2$ for the resonant one.

In the centred case $\Omega_1=\Omega_2=\Omega$, and the sum line lies at $2\Omega$, twice the one-spin frequency at any drive; but $\Omega$ itself approaches $\omega_1$ only in strong drive. In the resonant case the sum line lies at

$$\omega_1+\sqrt{\omega_1^2+\Delta^2}\simeq2\omega_1+\frac{\Delta^2}{2\omega_1}\qquad(\omega_1\gg|\Delta|),$$

so it approaches $2\omega_1$ from above.

### (d) Ensemble

The readout law of part (a) is applied to every pair. It fails for pairs whose $|\Delta|$ is not large against the couplings (divided by $\hbar$) and the recombination rates; these are assumed to be a negligible fraction of those that contribute. The two fields are independent, so $\langle S\rangle=\langle R\rangle^2$. Write $\sigma_\omega=\gamma\sigma$, $A=\langle a\rangle$ and $x=\omega_1/(\sqrt2\sigma_\omega)=B_1/(\sqrt2\sigma)$. The rms field difference is $\sqrt2\sigma$, so $x$ is the drive in units of that difference.

To find $A$, use $1/(\delta^2+\omega_1^2)=\int_0^\infty e^{-s(\delta^2+\omega_1^2)}ds$ and the Gaussian average $\langle e^{-s\delta^2}\rangle=(1+2s\sigma_\omega^2)^{-1/2}$:

$$1-A=\langle b\rangle=\omega_1^2\int_0^\infty\frac{e^{-s\omega_1^2}}{\sqrt{1+2s\sigma_\omega^2}}\,ds .$$

Substitute $u^2=x^2(1+2s\sigma_\omega^2)$. Then $s\omega_1^2=u^2-x^2$, $\omega_1^2ds=2u\,du$, and the inverse root is $x/u$. Hence

$$1-A=2x\,e^{x^2}\int_x^\infty e^{-u^2}du=\sqrt\pi\,x\,e^{x^2}\mathrm{erfc}(x).$$

The averaged one-spin weight is $2A(1-A)$ and the sum weight is $(1-A)^2/2$. They are equal when $4A=1-A$, or $A=1/5$. The numerical root is

$$x^*=1.175,\qquad B_1^*=1.175\,\sqrt2\,\sigma .$$

The lines are now bands, starting at $\omega_1$ and $2\omega_1$ and extending upwards, since $\Omega_i\ge\omega_1$. The criterion compares their integrated weights.

**Long pulses.** For $\tau\gg\omega_1/\sigma_\omega^2$ and $\omega_1\tau\gg1$, spins near $\delta=0$ dominate the oscillation. There $b\simeq1$ and $\Omega\simeq\omega_1+\delta^2/(2\omega_1)$. Taking the Gaussian density at its central value $1/(\sqrt{2\pi}\sigma_\omega)$ and using the Fresnel integral $\int e^{i\delta^2\tau/(2\omega_1)}d\delta=\sqrt{2\pi\omega_1/\tau}\,e^{i\pi/4}$,

$$\langle R\rangle\simeq A+c\cos\left(\omega_1\tau+\tfrac\pi4\right),\qquad c=\sqrt{\frac{\omega_1}{\sigma_\omega^2\tau}} .$$

Squaring gives a fundamental of amplitude $2Ac\propto\tau^{-1/2}$ and a doubled component of amplitude $c^2/2\propto\tau^{-1}$. The doubled oscillation dies faster. The amplitudes are equal at $c=4A$, or

$$\tau_{\rm x}\simeq\frac{\omega_1}{16A^2\sigma_\omega^2}\qquad(4A\ll1).$$

Beyond this time the fundamental is larger even in strong drive, provided the couplings are small against $\hbar/\tau$ and not only against $\hbar|\Delta|$, and the pulse is still short against the pair lifetimes. A spectrum judged by late oscillations would therefore place the crossover at a higher drive than integrated weight does.

### (e) Numbers

With $\gamma/2\pi=28.025$ MHz/mT, $\Delta B=1$ mT corresponds to $\Delta/2\pi=28.025$ MHz. The crossovers are:

| Case | $B_1^*$ (mT) | $\omega_1^*/2\pi$ (MHz) |
|---|---|---|
| Pair, centred drive | 1.000 | 28.0 |
| Pair, one partner resonant | 1.414 | 39.6 |
| Ensemble, rms difference 1 mT | 1.175 | 32.9 |

For the resonant pair, the weights at $\omega_1$ and at the sum frequency are 0.990 and 0.005 at $B_1=0.1$ mT, both 0.333 at the crossover, and 0.100 and 0.450 at 3 mT. The sum frequency is $2.22\,\omega_1$ at the crossover and $2.05\,\omega_1$ at 3 mT, so the doubling is approximate where it first becomes prominent.

For the ensemble, $\sigma=0.7071$ mT. At the crossover both weights are $2(0.2)(0.8)=0.8^2/2=0.32$. Integrating the spectrum of the computed time signal over the two bands gives 0.321 for each. At $B_1=3$ mT, $A=0.0482$ and the weights are 0.092 and 0.453, yet the fundamental overtakes the doubled oscillation at $\tau_{\rm x}\approx0.92$ µs, provided spin coherence lasts that long and the couplings stay small against $\hbar/\tau_{\rm x}$. An exchange term $\hbar J\,\boldsymbol\sigma_1\!\cdot\!\boldsymbol\sigma_2/4$ with $J/2\pi=0.1$ MHz leaves $\tau_{\rm x}$ at 0.92 µs. With $J/2\pi=1$ MHz, still weak against $\Delta$, the fundamental beats: its amplitude ratio to the doubled component is 0.23 at 0.4 µs, 1.05 at 1.1 µs and 0.29 at 1.7 µs, so there is no single takeover time. With the rates used below, loss during a pulse this long also shifts the linear readout law by a few percent of the span.

To size the electrical signal, take $k_S=10^5$, $k_T=10^4$ and $d=2\times10^4$ s$^{-1}$. Then $K_p=3.0\times10^4$ s$^{-1}$, $K_a=7.5\times10^4$ s$^{-1}$ and $M/N=0.4286$. At $S=-1$ the loss of dissociations per steady-state pair is

$$\frac{dM}{N}\left(\frac1{K_p}-\frac1{K_a}\right)=(2\times10^4)(0.4286)(2.0\times10^{-5})=0.171 .$$

A density-matrix calculation that keeps recombination during the pulse and the coherences after it agrees with the linear readout law to about 0.5% of the full signal span, for the sampled pulses up to 100 ns. Propagation with the full oscillating field at 9.7 GHz and $B_1=\sqrt2$ mT differs from the rotating-frame $S$ by no more than about 0.01 at the sampled times up to 103 ns, on a scale where $S$ runs between $-1$ and $1$. The remaining values are in the numerical output.

## Computed results

```
gamma/(2 pi) = 28.0250 MHz/mT
Field difference of single pair = 1.000 mT
Difference frequency D/(2 pi) = 28.025 MHz
S after pi pulse, B1 = 0.05 mT on one partner = -1.0000
S after pi pulse, B1 = 20 mT centred = 0.9975
Normalized magnetization, same 20 mT pulse = -0.9988
Crossover B1, drive centred = 1.0000 mT
Crossover B1, drive one partner = 1.4142 mT
Crossover B1, drive general = 1.7205 mT
  ('general': detunings 0.2 D and 1.2 D)
Crossover w1/(2 pi), centred = 28.025 MHz
Crossover w1/(2 pi), one partner = 39.633 MHz
Single pair, drive on one partner: weights and (O1+O2)/w1
B1(mT)  at w1   at O2   at O1+O2  (O1+O2)/w1
 0.100  0.9901  0.0000  0.0050    11.0499
 0.500  0.8000  0.0000  0.1000    3.2361
 1.000  0.5000  0.0000  0.2500    2.4142
 1.414  0.3333  0.0000  0.3333    2.2247
 3.000  0.1000  0.0000  0.4500    2.0541
10.000  0.0099  0.0000  0.4950    2.0050
Ensemble sigma per site = 0.7071 mT
Ensemble rms field difference = 1.0000 mT
Ensemble crossover x* = 1.1752
Ensemble crossover B1 = 1.1752 mT
Ensemble crossover w1/(2 pi) = 32.935 MHz
Band weights from time signal: one-spin 0.3210, sum 0.3207
Ensemble: B1(mT), A, one-spin weight, sum weight
 0.100  0.8411  0.2673  0.0126
 0.500  0.4544  0.4958  0.1489
 1.000  0.2421  0.3670  0.2872
 1.175  0.2000  0.3200  0.3200
 2.000  0.0946  0.1714  0.4098
 3.000  0.0482  0.0917  0.4530
10.000  0.0049  0.0098  0.4951
Late-time takeover by fundamental, B1 = 3 mT: 0.917 us
Rates kS, kT, kd = 1.0e+05, 1.0e+04, 2.0e+04 1/s
Loss rates Kp, Ka = 3.00e+04, 7.50e+04 1/s
Steady-state correlation M/N = 0.4286
Lost dissociations per steady-state pair at S=-1 = 0.1714
Largest readout error / full signal span = 0.0050
Largest rotating-wave error in S, 9.7 GHz, 0-103 ns = 0.0093
Change of S by 0.1 MHz-scale coupling, 200 ns = 0.00005
```
